# Spurious splitting of degenerate GW levels from a cut band sum

**Question.** A cubic crystal has a threefold degenerate level at the zone centre $\Gamma$. Its quasiparticle energies are computed in the GW approximation, with a self-energy that sums over intermediate bands up to some number $N_b$. The Hamiltonian, the k-mesh and the screened interaction all have the full cubic symmetry, and yet three different energies can come out. Why does the place where the sum ends matter for a degeneracy that symmetry should protect, and how large is the effect in a nearly-free-electron crystal?

**Answer.** Full cubic symmetry guarantees the degeneracy only if every ingredient of the self-energy has that symmetry. A set of intermediate states is such an ingredient. Three partners of a degenerate multiplet, for instance states that point along $x$, $y$ and $z$, form a cubic set together. One of them alone singles out an axis. If the band sum takes the $x$ partner and leaves out the other two, the electron in the target level is correlated with an environment that distinguishes $x$ from $y$ and $z$, and the target level responds as it would to a real uniaxial perturbation.

The cut therefore removes the guarantee given by full cubic symmetry. Whether a splitting follows depends on the symmetry that the retained set still has, and there are cuts that split nothing.

## The self-energy as a sum over intermediate states

Atomic units are used in the algebra. Let $\psi_m$ be the orbitals with energies $\varepsilon_m$, normalized over a crystal of $N$ cells of volume $\Omega$. Here $m$ stands for both the band and the mesh point $\mathbf k'$. The screened interaction is $W=v+W_c$, with $v(Q)=4\pi/Q^2$ and a plasmon-pole form for the correlation part,

$$W_c(Q,\omega')=\frac{v(Q)\,\omega_p^2}{\omega'^2-(\omega_Q-i\eta)^2}
=A_Q\left[\frac{1}{\omega'-\omega_Q+i\eta}-\frac{1}{\omega'+\omega_Q-i\eta}\right],\qquad A_Q=\frac{v(Q)\,\omega_p^2}{2\omega_Q}.$$

The correlation self-energy is $\Sigma_c(\omega)=\frac{i}{2\pi}\int d\omega'\,G(\omega+\omega')W_c(\omega')$. State $m$ enters $G$ with the factor $1/(\omega+\omega'-\varepsilon_m+i\eta s_m)$, where $s_m=+1$ for empty and $-1$ for occupied states. The integrand falls off as $|\omega'|^{-3}$, so the contour may be closed in either half-plane.

- For an empty state the pole of $G$ lies in the lower half-plane. Closing above encloses only $\omega'=-\omega_Q+i\eta$, with residue $-A_Q/(\omega-\omega_Q-\varepsilon_m)$. The prefactor $\frac{i}{2\pi}\cdot 2\pi i=-1$ turns this into $A_Q/(\omega-\varepsilon_m-\omega_Q)$.
- For an occupied state the pole of $G$ lies above. Closing below encloses $\omega'=\omega_Q-i\eta$, with residue $A_Q/(\omega+\omega_Q-\varepsilon_m)$. The clockwise direction gives $\frac{i}{2\pi}\cdot(-2\pi i)=+1$, hence $A_Q/(\omega-\varepsilon_m+\omega_Q)$.

Between target states $i$ and $j$, with $\rho_{im}(\mathbf Q)=\langle i|e^{i\mathbf Q\cdot\mathbf r}|m\rangle$, both cases read

$$\Sigma_{ij}(\omega)=\sum_m C^{(m)}_{ij}(\omega),\qquad
C^{(m)}_{ij}(\omega)=\frac{1}{N\Omega}\sum_{\mathbf Q}\frac{A_Q\,\rho_{im}(\mathbf Q)\,\rho_{jm}^*(\mathbf Q)}{\omega-\varepsilon_m-s_m\omega_Q}.$$

Each intermediate state adds one matrix $C^{(m)}$ on the target level. The question is what these matrices look like one by one and in groups.

## Why a whole multiplet cannot split the level

In real space the contribution of one state is a product,

$$\Sigma^{(m)}(\mathbf r,\mathbf r')=\psi_m(\mathbf r)\psi_m^*(\mathbf r')\,K_m(\mathbf r-\mathbf r'),\qquad
K_m(\mathbf r)=\frac{1}{N\Omega}\sum_{\mathbf Q}\frac{A_Q\,e^{i\mathbf Q\cdot\mathbf r}}{\omega-\varepsilon_m-s_m\omega_Q}.$$

The kernel $K_m$ depends on $m$ only through $\varepsilon_m$ and $s_m$, so all partners of a multiplet share it. It is unchanged by every cubic operation $R$, because $A_Q$ and $\omega_Q$ depend only on the length of $\mathbf Q$ and the mesh is cubic.

Now add all partners of a multiplet, at all points of the star of $\mathbf k'$ (the points that the operations turn into one another). The orbital factors add up to the kernel $P(\mathbf r,\mathbf r')$ of the projector on that set. The Hamiltonian commutes with $R$, so $R$ maps a state of the set to a state of the same energy at a point of the same star, which is again in the set. Hence $RPR^{-1}=P$. The product of two invariant kernels is invariant, so the summed contribution commutes with $R$.

On the target level this gives a Hermitian matrix $M$ (for real $\omega$ away from the poles) that commutes with the matrices $D(R)$ of the representation carried by the level. Let $\lambda$ be an eigenvalue of $M$. If $Mu=\lambda u$, then $MD(R)u=D(R)Mu=\lambda D(R)u$, so the eigenspace of $\lambda$ is mapped into itself by every $R$. If the representation is irreducible, the only non-zero space with this property is the whole level. Therefore $M=\lambda\mathbb 1$, which is Schur's lemma. Consider a sum that ends at a multiplet boundary at every $\mathbf k'$, and at the same boundary for all points of a star, as a common band count ensures. It may be far from converged, but its error is the same for all target states.

For a target level at general $\mathbf k$, the argument holds with the operations that leave $\mathbf k$ fixed. It also needs an invariant $W$. In a full calculation $W$ is built from a band sum of its own, and if a cut there makes $W$ non-invariant, whole multiplets in $G$ no longer suffice. Here $W$ is prescribed, so the sum in $G$ is isolated.

## What a single partner does

Take a triplet at $\Gamma$ whose partners belong to the three cubic axes. A fourfold rotation about $x$ multiplies the $x$ partner by a sign at most, and so do the other operations that keep the $x$ axis in place. The sign cancels in $\psi_m(\mathbf r)\psi_m^*(\mathbf r')$. The matrix $C^{(x)}$ thus keeps tetragonal symmetry about $x$, and on a target level of type $(x,y,z)$ it must be diagonal with two equal entries. The threefold rotation supplies the other two matrices:

$$C^{(x)}=\mathrm{diag}(s,t,t),\quad C^{(y)}=\mathrm{diag}(t,s,t),\quad C^{(z)}=\mathrm{diag}(t,t,s).$$

All three together give $(s+2t)\mathbb 1$. One partner leaves the splitting $|s-t|$. Two partners give $\mathrm{diag}(s+t,s+t,2t)$, with the same splitting $|s-t|$ but the single level on the other side of the pair.

The partners are not unique. Any orthonormal combination of degenerate orbitals is an equally good set, and a numerical diagonalizer returns one of them for no physical reason. Suppose the one retained partner is the combination with real coefficients $(n_x,n_y,n_z)$ of unit length. Reflections $x\to-x$ and the like forbid all terms except

$$C_{ii}=t+(s-t)n_i^2,\qquad C_{ij}=r\,n_in_j\quad(i\neq j),$$

with a third constant $r$ and a suitable choice of partner signs. For $n=(1,1,1)/\sqrt3$ the diagonal entries are all $(s+2t)/3$ and the off-diagonal ones $r/3$. The eigenvalues are $(s+2t)/3+2r/3$ once and $(s+2t)/3-r/3$ twice, so the splitting is $|r|$. Cubic symmetry does not relate $r$ to $s-t$. The spurious splitting is therefore not a property of the crystal and $N_b$ alone; it also depends on an arbitrary rotation inside the multiplet.

## What does not depend on the choice

The trace of $C^{(m)}$ over the target level, three times the mean shift, is well defined. Written out,

$$\mathrm{Tr}\,C^{(m)}=\int\!\!\int d\mathbf r\,d\mathbf r'\;\psi_m^*(\mathbf r')\left[P_t(\mathbf r',\mathbf r)K_m(\mathbf r-\mathbf r')\right]\psi_m(\mathbf r),$$

where $P_t$ projects on the target level. The bracket is an invariant operator, now acting on the intermediate multiplet. For a target at $\Gamma$ it is invariant under all cubic operations, including those that fix $\mathbf k'$. If the intermediate multiplet is irreducible, Schur's lemma gives every partner the same expectation value $f$, whatever the choice of partners. At fixed $\omega$, keeping $p$ of $d$ partners thus gives the fraction $p/d$ of the whole multiplet's trace.

This suggests a repair. Instead of weight 1 for $p$ partners and 0 for the others, give all $d$ partners the weight $p/d$. The orbital factor becomes $(p/d)P$, which is invariant, so the splitting vanishes, while the mean shift stays what the cut sum had. The simpler repair is to extend the sum at each $\mathbf k'$ to the end of the multiplet it has entered.

The trace also limits the damage. Let $\omega$ lie below all poles of the empty states, and let only multiplets of empty states be cut. For these states each denominator in $C^{(m)}$ is then negative, while $\rho_{im}\rho_{jm}^*$ is a matrix without negative eigenvalues. So the kept partners of cut multiplets add a matrix whose eigenvalues are all zero or negative, and no eigenvalue can exceed the trace in magnitude. The splitting is at most

$$\Delta\le\Big|\sum_{m\ \text{kept in cut multiplets}}\mathrm{Tr}\,C^{(m)}\Big|.$$

As $N_b$ grows in a convergent sum, the last multiplets contribute less and less, and the splitting goes to zero with them. It need not do so smoothly, since each new band can open or close a multiplet.

Two cases mark the limits of the effect. A non-degenerate target level has a $1\times1$ matrix: a cut changes its energy but there is nothing to split. And a degenerate target can survive a cut. Take a doublet at each of the three X points, the zone-face centres on the $x$, $y$ and $z$ axes. The partners at the point on $x$ are $y$-like and $z$-like, and correspondingly at the others. Keep the $y$-like partner at the point on $x$, the $z$-like one on $y$ and the $x$-like one on $z$. Every doublet is cut. Still, the cyclic rotation $x\to y\to z\to x$ maps the retained set to itself, and the reflections change signs only. The reflections make the target matrix diagonal, and the rotation makes its entries equal, so no splitting arises.

## From the self-energy to the quasiparticle energies

Within the target level, exchange and the exchange-correlation potential are scalar, provided the occupied multiplets are complete. They add a common constant $S$ to the quasiparticle equation $E=\varepsilon_0+S+\lambda_\alpha(E)$, where $\lambda_\alpha(\omega)$ are the eigenvalues of the truncated matrix. Coupling of the target level to other levels is neglected. I set $S=-\sigma_{\rm full}(\varepsilon_0)$, with $\sigma_{\rm full}$ the scalar self-energy from all states of the basis. The untruncated solution is then $E=\varepsilon_0$, and any departure from it is a truncation error:

$$E_\alpha=\varepsilon_0+\lambda_\alpha(E_\alpha)-\sigma_{\rm full}(\varepsilon_0).$$

Expanding $\lambda_\alpha(E_\alpha)\approx\lambda_\alpha(\varepsilon_0)+\lambda_\alpha'(\varepsilon_0)(E_\alpha-\varepsilon_0)$ and collecting $E_\alpha-\varepsilon_0$ on the left gives

$$E_\alpha-\varepsilon_0\approx Z_\alpha\left[\lambda_\alpha(\varepsilon_0)-\sigma_{\rm full}(\varepsilon_0)\right],\qquad Z_\alpha=\frac{1}{1-\lambda'_\alpha(\varepsilon_0)}.$$

Differences between the $Z_\alpha$ multiply the whole truncation error, including the part common to all three levels. If their effect is small compared with the splitting itself, the quasiparticle splitting is about $Z$ times the self-energy splitting. The solver then scales the spurious splitting but does not remove it.

## The cubic model

The crystal is simple cubic with lattice constant 4.0 Å and nominally two electrons per cell. The potential has Fourier components $-0.30$, $0.20$, $0.10$ and $0.10$ eV for reciprocal vectors of type 100, 110, 111 and 200. These are round model parameters and stand for no material. Plane waves with $|\mathbf k+\mathbf G|^2\le 8(2\pi/a)^2$ are kept, 93 of them at $\Gamma$. The plasmon dispersion is $\omega_Q^2=\omega_p^2+k_F^2Q^2/3+Q^4/4$, and the Coulomb term at $Q=0$ is averaged over a sphere with the volume of one mesh cell.

The free-electron Fermi energy, 3.618 eV, decides which states are occupied. On coarse meshes this gives 1.750 electrons per cell for $2\times2\times2$ points and 2.156 for $4\times4\times4$, instead of 2. The plasmon energy is 6.564 eV. The target is an odd triplet, bands 4 to 6 at $\Gamma$, at $\varepsilon_0=9.249$ eV. This is below $3.618+6.564=10.182$ eV. All poles of the empty states lie above that energy, because $\varepsilon_m$ exceeds the Fermi energy and $\omega_Q$ is at least $\omega_p$. The bound above therefore applies when only multiplets of empty states are cut.

**One triplet, partner by partner.** Bands 8 to 10 at $\Gamma$ form a triplet at 18.388 eV. On the $2\times2\times2$ mesh its first partner contributes $s=-0.010769$ eV to the $x$ target state and $t=-0.000465$ eV to each of the others. The other two partners repeat this pattern for $y$ and $z$. The whole triplet gives

$$s+2t=-0.010769-2(0.000465)=-0.011699\ \text{eV}$$

to every target state. With one or two partners the splitting is $|s-t|=0.0103$ eV. For one partner this is close to the bound of 0.0117 eV set by its trace. If the one retained partner points along (111), the splitting is $|r|=0.0057$ eV. Keeping one partner of this triplet thus gives two answers that differ by nearly a factor of two, depending on which partner it is.

The broken symmetry can be seen in the projector itself. Under the threefold rotation, the projector on all states up to the first partner changes by a matrix of Frobenius norm 1.414 (the square root of the sum of its squared elements). This is $\sqrt2$, as expected when one normalized state is replaced by another orthogonal to it. With the triplet complete, the change is zero to rounding.

**A cut without splitting.** For the doublets formed by bands 12 and 13 at the X points, the cyclic choice leaves a splitting of zero to rounding. An uneven choice, $y$-like on $x$ but $x$-like on both $y$ and $z$, gives 0.0125 eV. Equal numbers of states were retained in the two cases.

**The band count as a parameter.** In the scan the partners are fixed by diagonalizing $p_x^2+2p_y^2+4p_z^2$ within each multiplet, which makes the result reproducible but no less arbitrary. Self-energy splittings in eV are:

| $N_b$ | $2\times2\times2$ | $4\times4\times4$ |
|---|---|---|
| 24 | 0.0022 | 0.0003 |
| 26 | 0.0000 | 0.0015 |
| 30 | 0.0091 | 0.0016 |
| 32 | 0.0000 | 0.0000 |
| 36 | 0.0005 | 0.0005 |
| 40 | 0.0000 | 0.0002 |

Of the 21 counts from 20 to 40, 17 cut a multiplet somewhere on the coarse mesh. When the sums are extended to multiplet boundaries, the splitting is below $10^{-13}$ eV for every count on both meshes. The tests also confirm that equal weights remove the splitting and preserve the trace.

The mean splitting over the scan falls from 0.0024 to 0.0009 eV on the denser mesh, a factor of 2.7. This factor belongs to the partner choice made above. With partners rotated at random at each point, contributions from different points cancel more, and the factor is nearer to 5. A fall is plausible, because each mesh point carries the weight $1/N$. The $\Gamma$ triplet above, cut in the same way, would split the target by $0.0103/8=0.0013$ eV on the denser mesh. But that mesh also contains new points on symmetry axes, with doublets of their own. At 26 bands it splits a level that the coarse mesh leaves intact. A denser mesh reduced the average here; it did not restore the symmetry. Two meshes, with different electron counts, do not establish a scaling law.

**The quasiparticle levels.** Among the counts from 20 to 40, the worst on the coarse mesh is 30 bands, with a self-energy splitting of 0.00906 eV. This is not an upper limit for shorter sums, which can split the level more. Both the worst count and the value hold for the axis-aligned partners chosen above; randomly rotated partners typically give between 0.004 and 0.008 eV at 30 bands. The mean factor is $Z=0.629$, so the estimate for the quasiparticle splitting is

$$0.629\times0.00906=0.0057\ \text{eV}.$$

Solving the equation for each eigenvalue gives 9.3138, 9.3160 and 9.3194 eV, a total splitting of 0.0057 eV, or 5.7 meV. Linearization changes it by less than one per cent.

All three levels also lie too high relative to the full-basis value of 9.249 eV. The mean truncation error of the self-energy is 0.1074 eV, and $0.629\times0.1074=0.068$ eV agrees with the mean shift of the roots, 0.067 eV. In this basis the common error is thus about twelve times the splitting; a larger basis raises the ratio, because it adds omitted states to the reference while leaving the splitting as it is. The two differ in kind: the common shift calls for more bands, while the splitting disappears once the multiplets are completed, which changes the common error only a little, or given equal weights, which leaves the mean self-energy at fixed $\omega$ unchanged. The full-basis value is itself a reference within a small plane-wave basis and a model $W$, not a converged GW energy.

A solver that reads only diagonal elements of $\Sigma$ adds one more ambiguity. At 30 bands the diagonal elements spread over 0.0091 eV when the target orbitals lie along the cubic axes, but over 0.0049 eV in an orthonormal basis that contains the (111) combination. The eigenvalues of the $3\times3$ matrix do not depend on the target basis, though they still depend on which partners were retained. With complete multiplets the matrix is scalar, and both ambiguities vanish together.

The numerical output below lists the splittings for all even band counts from 20 to 40, with more digits.

## Values computed for the example and the checks

```
lattice constant: 4.0 angstrom
nominal electrons per cell: 2
potential component 100: -0.30 eV
potential component 110: 0.20 eV
potential component 111: 0.10 eV
potential component 200: 0.10 eV
plane waves at Gamma: 93
Fermi energy: 3.618 eV
plasmon energy: 6.564 eV
electrons per cell, mesh 2: 1.750
electrons per cell, mesh 4: 2.156
target triplet: bands 4-6, 9.2491 eV
higher triplet at Gamma: bands 8-10, 18.3884 eV
partner 1 on x,y,z: -0.010769 -0.000465 -0.000465 eV
partner 2 on x,y,z: -0.000465 -0.010769 -0.000465 eV
partner 3 on x,y,z: -0.000465 -0.000465 -0.010769 eV
all partners on x,y,z: -0.011699 -0.011699 -0.011699 eV
splitting, one axis partner kept: 0.010303 eV
splitting, two axis partners kept: 0.010303 eV
splitting, one (111) partner kept: 0.005742 eV
rotation defect of projector, cut: 1.414
rotation defect of projector, whole: 3.9e-13
X doublet used: bands 12-13
X doublets cut cyclically, splitting: 8.0e-16 eV
X doublets cut unevenly, splitting: 0.012484 eV
self-energy splitting by band count, meshes 2 and 4:
  20 bands: 0.002569 eV, 0.001928 eV
  22 bands: 0.003749 eV, 0.001735 eV
  24 bands: 0.002163 eV, 0.000270 eV
  26 bands: 0.000000 eV, 0.001514 eV
  28 bands: 0.001489 eV, 0.000552 eV
  30 bands: 0.009059 eV, 0.001553 eV
  32 bands: 0.000000 eV, 0.000000 eV
  34 bands: 0.001786 eV, 0.000440 eV
  36 bands: 0.000469 eV, 0.000489 eV
  38 bands: 0.001730 eV, 0.000868 eV
  40 bands: 0.000000 eV, 0.000200 eV
band counts scanned: 21, with a cut: 17 (mesh 2)
mean splitting, mesh 2: 0.002440 eV
mean splitting, mesh 4: 0.000888 eV
largest splitting, whole multiplets: 1.7e-14 eV
worst band count, mesh 2: 30
self-energy splitting there: 0.009059 eV
mean self-energy error of truncation: 0.1074 eV
diagonal spread, axis basis: 0.009059 eV
diagonal spread, (111) basis: 0.004868 eV
quasiparticle roots: 9.313778 9.315976 9.319447 eV
mean Z factor: 0.6293
quasiparticle splitting, roots: 0.005670 eV
quasiparticle splitting, linearized: 0.005713 eV
```
